# Step-Flow Speed with Finite Symmetric Attachment and Desorption

## Definitions and conventions

A vicinal crystal surface carries an infinite train of straight, parallel steps separated by flat terraces of equal width $L$. Atoms arrive from the vapour at rate $F$ per unit area. On a terrace they form a dilute layer of adatoms with density $n$ per unit area and diffusivity $D$, and each desorbs after a mean time $\tau$. The diffusion length before desorption is

$$x_s=\sqrt{D\tau}. \tag{1}$$

An adatom layer in equilibrium with a step has density $n_{\rm eq}$. Each side of a step captures adatoms at rate $kn$ per unit length and releases them at rate $kn_{\rm eq}$, where $n$ is the density beside the step. The release rate is fixed by requiring no net exchange at $n=n_{\rm eq}$. The net flux into one side is therefore

$$j=k\,(n-n_{\rm eq}). \tag{2}$$

The attachment coefficient $k$ has the dimensions of velocity and belongs to one side of a step. It is an average over the kinks along the step, and here it is the same on both sides. Each attached atom enlarges the upper terrace by the site area $\Omega$. Two abbreviations and the driving density are

$$a=\frac{L}{2x_s},\qquad \lambda=\frac{D}{kx_s},\qquad \Delta=F\tau-n_{\rm eq}. \tag{3}$$

Here $F\tau$ is the density that a terrace without steps would reach. Growth requires $\Delta>0$. For $\Delta<0$ the same linear equations describe retreating steps.

The model has no islands on the terraces, and straight steps have no curvature correction to $n_{\rm eq}$. Direct flow of adatoms across a step, from one terrace to the next, would be driven by the density difference between its two sides. That difference vanishes by symmetry in the equal train considered first, so such flow need not be specified there. The steps are first treated as stationary while the density is calculated; the effect of their motion is examined later.

## The density on one terrace

Place $x=0$ at the centre of a terrace, with steps at $x=\pm L/2$. In a steady state, diffusion, desorption and arrival balance:

$$D\frac{d^2n}{dx^2}-\frac{n}{\tau}+F=0. \tag{4}$$

The constant $F\tau$ is a particular solution. The homogeneous equation is $n''=n/x_s^2$, by (1), and its solutions are $\cosh(x/x_s)$ and $\sinh(x/x_s)$. The two edges are equivalent, so the density is even in $x$ and the sinh term is absent:

$$n(x)=F\tau-A\cosh\frac{x}{x_s}. \tag{5}$$

The diffusive current in the $+x$ direction is $-Dn'$. At the right edge this is also the current into the step, so (2) gives

$$-D\,n'(L/2)=k\,[n(L/2)-n_{\rm eq}]. \tag{6}$$

At the left edge the current into the step points along $-x$, and the left side of the condition becomes $+Dn'(-L/2)$. Since $n'$ is odd, this is the same equation as (6).

Differentiating (5) gives $n'(L/2)=-(A/x_s)\sinh a$. With the definition of $\Delta$, condition (6) reads

$$\frac{DA}{x_s}\sinh a=k\,(\Delta-A\cosh a). \tag{7}$$

Divide by $k$, replace $D/(kx_s)$ by $\lambda$, and collect the terms in $A$:

$$A\,(\cosh a+\lambda\sinh a)=\Delta,
\qquad
A=\frac{\Delta}{\cosh a+\lambda\sinh a}. \tag{8}$$

The density above equilibrium is thus

$$n(x)-n_{\rm eq}=\Delta\left[1-\frac{\cosh(x/x_s)}{\cosh a+\lambda\sinh a}\right]. \tag{9}$$

For a perfect sink, $k\to\infty$ and $\lambda\to0$, and the excess vanishes at the edges. At finite $k$ the edge excess is positive during growth: a step needs a density above $n_{\rm eq}$ to take in atoms at a finite rate.

## The step speed

The flux into one side is the left side of (7). Insert (8) and divide numerator and denominator by $\cosh a$:

$$j=\frac{D\Delta}{x_s}\frac{\sinh a}{\cosh a+\lambda\sinh a}
=\frac{D\Delta}{x_s}\frac{\tanh a}{1+\lambda\tanh a}. \tag{10}$$

A step receives this flux from the terrace on each side. In unit time a unit length gains $2j$ atoms and advances by $2\Omega j$, so

$$v=\frac{2\Omega D\Delta}{x_s}\,
\frac{\tanh a}{1+\lambda\tanh a}. \tag{11}$$

Let $k\to\infty$ with $F,D,\tau,n_{\rm eq},\Omega$ and $L$ held fixed. The perfect-sink speed is

$$v_\infty=\frac{2\Omega D\Delta}{x_s}\tanh\frac{L}{2x_s}, \tag{12}$$

and division of (12) by (11) gives

$$\boxed{\frac{v_\infty}{v}
=1+\frac{D}{kx_s}\tanh\frac{L}{2x_s}.} \tag{13}$$

The divisor does not contain $\Delta$, because the model is linear in the excess density.

The result can be checked against the atom budget of the whole terrace. Arrivals minus desorption must equal the flux into the two edges. From (5), $F-n/\tau=(A/\tau)\cosh(x/x_s)$, and therefore

$$\int_{-L/2}^{L/2}\left(F-\frac n\tau\right)dx
=\frac{2Ax_s}{\tau}\sinh a
=\frac{2DA}{x_s}\sinh a=2j. \tag{14}$$

The second equality uses $x_s/\tau=D/x_s$, which follows from (1).

## Two processes in series

Take the reciprocal of (11) and multiply by $2\Omega\Delta$:

$$\frac{2\Omega\Delta}{v}
=\frac{x_s}{D}\,\frac{1+\lambda\tanh a}{\tanh a}
=\frac{x_s}{D}\coth a+\frac1k. \tag{15}$$

The last term follows from $\lambda x_s/D=1/k$. The two terms act like resistances in series. The first describes transport over a terrace from which atoms also desorb, and the second describes entry into the step. At given $k$, the second does not depend on $L$ or $D$. The speed is half the perfect-sink value when the two are equal, that is, when

$$k_{1/2}=\frac{D}{x_s}\tanh a. \tag{16}$$

## Narrow and wide terraces

For $L\ll x_s$, $\tanh a=a$ to leading order. Then

$$\lambda a=\frac{D}{kx_s}\frac{L}{2x_s}
=\frac{DL}{2kD\tau}=\frac{L}{2k\tau},
\qquad
\frac{v_\infty}{v}\simeq1+\frac{L}{2k\tau}. \tag{17}$$

The diffusivity has cancelled. When attachment is also slow, with $k\ll D/L$, an adatom crosses a narrow terrace many times before it leaves, and the density is nearly uniform. Attachment at the two edges, with total rate $2k/L$ per adatom, then competes with desorption, with rate $1/\tau$. The divisor is one plus the ratio of the second rate to the first. For faster attachment, $L/(2k\tau)$ is at most of order $L^2/x_s^2$, and the divisor is close to one.

This also shows why slow attachment need not slow growth. Let $\tau\to\infty$ at fixed $F,L,D,k$ and $n_{\rm eq}$. The divisor tends to one, and (12) gives

$$v_\infty\simeq\frac{2\Omega D\Delta}{x_s}\frac{L}{2x_s}
=\frac{\Omega L\Delta}{\tau}\longrightarrow\Omega FL. \tag{18}$$

In a steady state without desorption every arriving atom must enter a step, whatever the value of $k$. The coefficient then sets the density. To see this, solve $Dn''+F=0$ with an even density, which gives $n=n(L/2)+F(L^2/4-x^2)/(2D)$. Each edge takes half the arrivals, so $k[n(L/2)-n_{\rm eq}]=FL/2$, and

$$n(x)-n_{\rm eq}=\frac{FL}{2k}+\frac{F}{2D}\left(\frac{L^2}{4}-x^2\right). \tag{19}$$

A small $k$ raises the whole profile by $FL/(2k)$. On a real surface this may start island formation, and the model then fails even though (13) gives a divisor of one.

For $L\gg x_s$, $\tanh a\to1$ and

$$\frac{v_\infty}{v}\longrightarrow1+\frac{D}{kx_s}. \tag{20}$$

Atoms landing much farther than $x_s$ from a step now mostly desorb before reaching it. Slow attachment also returns many of the nearer atoms to the vapour: an atom that lands right beside the step is captured with probability $1/(1+\lambda)$. The divisor no longer depends on the width.

## Unequal terraces and unequal sides

Suppose terraces of widths $L_1$ and $L_2$ alternate and no atoms cross a step directly. This last condition now matters, since the densities on the two sides of a step differ. Every step has one terrace of each kind beside it. Each terrace is still symmetric about its own centre, so (10) holds for each. With $t_i=\tanh[L_i/(2x_s)]$,

$$\frac{v_\infty}{v}=
\frac{t_1+t_2}{\dfrac{t_1}{1+\lambda t_1}+\dfrac{t_2}{1+\lambda t_2}}. \tag{21}$$

This is a weighted harmonic mean of the two divisors $1+\lambda t_i$, with weights $t_i$, and so lies between them. It is not in general the divisor for the mean width.

Now return to equal terraces, but let the coefficients at the left and right edges be $k_L$ and $k_R$, again without direct crossing. The density is no longer even, so write $n-n_{\rm eq}=\Delta-A\cosh(x/x_s)-B\sinh(x/x_s)$. Let $c=\cosh a$, $s=\sinh a$, $\lambda_L=D/(k_Lx_s)$ and $\lambda_R=D/(k_Rx_s)$. The conditions at the right and left edges are

$$\begin{aligned}
A(c+\lambda_Rs)+B(s+\lambda_Rc)&=\Delta,\\
A(c+\lambda_Ls)-B(s+\lambda_Lc)&=\Delta.
\end{aligned} \tag{22}$$

Multiply the first line by $s+\lambda_Lc$ and the second by $s+\lambda_Rc$, then add. The terms in $B$ cancel. With $\bar\lambda=(\lambda_L+\lambda_R)/2$, division by two leaves

$$A\,[cs+\bar\lambda(c^2+s^2)+\lambda_L\lambda_Rcs]
=\Delta\,(s+\bar\lambda c). \tag{23}$$

The fluxes into the two edges are $(D/x_s)(As+Bc)$ and $(D/x_s)(As-Bc)$, with sum $2DAs/x_s$. Insert $A$ from (23), divide numerator and denominator by $c^2$, and write $t=\tanh a$:

$$v=\frac{2\Omega D\Delta}{x_s}\,
\frac{t\,(t+\bar\lambda)}
{t+\bar\lambda(1+t^2)+\lambda_L\lambda_Rt}. \tag{24}$$

For $\lambda_L=\lambda_R=\lambda$ the denominator factors into $(t+\lambda)(1+\lambda t)$, and (11) returns.

## When the steps may be treated as stationary

The density must first settle quickly. Let $w$ be its deviation from the steady solution between fixed edges. It obeys $\partial_tw=Dw''-w/\tau$, and the flux into each edge is $kw$. Multiply by $w$ and integrate over the terrace, using integration by parts for the diffusion term:

$$\frac12\frac{d}{dt}\int w^2dx
=-D\int w'^2dx-k\sum_{\rm edges}w^2-\frac1\tau\int w^2dx. \tag{25}$$

The first two terms on the right are never positive, so the root-mean-square deviation decays at least as fast as $e^{-t/\tau}$. The profile can follow the steps if, in a time $\tau$, they move a distance much smaller than both $L$ and $x_s$.

Steady motion also carries adatoms relative to the steps. In a frame moving with a train at speed $v$ towards $+x$, the current is $-Dn'-vn$. The balance and the edge conditions become

$$\begin{aligned}
Dn''+vn'-n/\tau+F&=0,\\
\mp\,[Dn'+vn]&=k(n-n_{\rm eq})\quad\text{at }x=\pm L/2.
\end{aligned} \tag{26}$$

Replace $x$ by $-x$ and $v$ by $-v$. The first derivative changes sign, the products $vn'$ and $Dn''$ keep theirs, and the two edge conditions are exchanged. The total flux into the edges is thus the same for $v$ and $-v$. Being smooth near $v=0$, it has no term linear in $v$, and the correction to (11) begins at second order. Unequal coefficients break this symmetry and permit a linear term. Part of it comes from the carried equilibrium density $vn_{\rm eq}$. Since $v$ is $\Omega$ times the total flux, this part shifts the speed by a fraction proportional to $\Omega n_{\rm eq}$, which does not vanish as $\Delta\to0$. For unequal sides the stationary treatment therefore needs a dilute layer as well as slow steps.

A numerical solution of (26) shows the difference. Take units $D=x_s=\tau=1$, with $L=1.4$, $\Delta=1$ and $n_{\rm eq}=20$, and double an imposed drift from 0.001 to 0.002. With $k=0.5$ on both sides the change in flux grows by a factor 4.000, as a quadratic term requires. With coefficients 0.3 and 0.9 the factor is 1.999, close to the 2 of a linear term.

## Worked example: a hot copper surface

The terrace parameters are assumed, rounded values chosen to illustrate vapour growth on fcc-Cu(111) near 1200 K: $D=4\times10^{-3}$ cm²/s, $\tau=1.0$ ms and $n_{\rm eq}=10^{12}$ cm⁻². The supersaturation is set by $F\tau/n_{\rm eq}=1.05$, and the terraces are 20 µm wide. The site area is 0.0568 nm². From (1) and (3),

$$\begin{aligned}
x_s&=\sqrt{(4\times10^{-3})(10^{-3})}\ \text{cm}
=2\times10^{-3}\ \text{cm},\\
a&=\frac{20}{2\times20}=0.5,\qquad \tanh a=0.4621,\\
\Delta&=0.05\times10^{12}=5\times10^{10}\ \text{cm}^{-2}.
\end{aligned} \tag{27}$$

Equation (12) then gives $v_\infty=525$ nm/s.

For a step without an extra entry barrier, thermal motion sets the scale of $k$. If adatoms of mass $m$ have the equilibrium velocities of a two-dimensional gas, $n\sqrt{k_BT/(2\pi m)}$ of them strike a unit length of step per unit time. This gives the estimate $k_{\rm th}=\sqrt{k_BT/(2\pi m)}\approx1.6\times10^4$ cm/s. It is not a strict limit: beside an absorbing step more atoms move towards the step than away from it, which can raise $k$ by a factor of about two. The simple hopping estimate $D/d\approx1.6\times10^5$ cm/s, where $d=0.256$ nm is the atomic spacing, is ten times $k_{\rm th}$ and too large here: the assumed $D$ corresponds to flights over several spacings, not to single hops. At $k=k_{\rm th}$ the divisor exceeds one by only about $6\times10^{-5}$. Even a coefficient a thousand times smaller would leave it near 1.06, so the perfect sink is a good description unless attachment is very strongly hindered.

To make the attachment term visible, take a hypothetical, strongly blocked step with $k=1$ cm/s. Then

$$\begin{aligned}
\lambda&=\frac{4\times10^{-3}}{1\times2\times10^{-3}}=2,\\
\frac{v_\infty}{v}&=1+2(0.4621)=1.9242,\\
v&=\frac{524.56}{1.9242}=272.6\ \text{nm/s}=16.4\ \text{µm/min}.
\end{aligned} \tag{28}$$

A separate balance of arrival, hopping, desorption and attachment over 4000 cells, which does not use the hyperbolic solution, also gives 272.6 nm/s.

By (16), the speed is halved at $k=0.924$ cm/s, close to the chosen value. The excess density is 2.7% of $n_{\rm eq}$ at the terrace centre and 2.4% at the edges. This nearly flat profile shows that diffusion itself costs little. The terrace term in (15), 1.08 s/cm, is slightly larger than $1/k=1$ s/cm, but 1.00 s/cm of it is the part $2\tau/L$ set by supply against desorption. An infinite $D$ at the same $\tau$ would raise the speed by only 4%, whereas an infinite $k$ raises it by 92%. If all of the net supply $\Delta/\tau$ entered the steps, the speed would be $\Omega L\Delta/\tau$. The perfect sink reaches 92% of this and the blocked step 48%.

At the same $k$, the divisor is 1.100 for 2 µm terraces, 1.924 for 20 µm and 3.000 for 200 µm. The narrow limit (17) gives 1.100 for the first, and the wide limit (20) gives 3.000 for the last.

## The example beside real copper growth

Far below 1200 K, desorption from copper is negligible. The divisor is then close to one in this model, provided $k\tau$ remains much larger than $L$, but islands may form. Terraces of 20 µm need a miscut of only about $10^{-5}$ radian, for steps one atomic layer high. The blocked step is an extreme assumption: if its small $k$ came from an extra barrier $E$ that reduced the thermal estimate $k_{\rm th}$ by the factor $e^{-E/k_BT}$, then $E=k_BT\ln(k_{\rm th}/k)$ would be about 1 eV. It serves to show the effect and is not a property of clean copper. The temperature is about 0.88 of the melting temperature, so surface disorder and vacancies, which the model omits, may matter.

Real steps need not be symmetric. With side coefficients of 0.5 and 1.5 cm/s, whose mean is still 1 cm/s, (24) has $\lambda_L=4$ and $\lambda_R=1.333$ and gives 266.3 nm/s, a reduction of 2.3% from the symmetric blocked step. This speed assumes that the terraces stay equal. If the smaller coefficient belongs to the lower-terrace side of each step, they do not: a small alternation of widths then grows by a factor $e$ in about four terrace-crossing times, and the steps pair. With the opposite ordering it decays at the same rate. Alternating terraces of 10 and 30 µm change the divisor from 1.92 to 1.98, by (21). Step motion is unimportant here: a step takes 73 s to cross a terrace, against $\tau=1$ ms. The relative change in speed is about $2\times10^{-10}$ for the symmetric blocked step. With side coefficients of 0.5 and 1.5 cm/s the linear term makes it larger, about $5\times10^{-5}$ in size, which is still negligible. The equilibrium adatom coverage is about $6\times10^{-4}$, which supports the dilute treatment.

Island formation depends on the energy $\gamma$ per unit length of an island's edge. An island of radius $r$ costs $2\pi r\gamma$ and gains $\pi r^2k_BT\ln S/\Omega$, where $S=n/n_{\rm eq}$. The sum is largest at $r=\gamma\Omega/(k_BT\ln S)$, where the barrier is

$$G^*=\frac{\pi\gamma^2\Omega}{k_BT\ln S}. \tag{29}$$

With an assumed $\gamma$ of 0.10 eV per atomic spacing and $S=1.027$ at the terrace centre, $G^*=9.9$ eV. The rough nucleation rate $Dn^2e^{-G^*/k_BT}$ gives about $10^{-23}$ islands on an $L\times L$ patch while a step crosses it. The prefactor is uncertain by a few powers of ten, which does not alter the conclusion at this $\gamma$. The estimate is more sensitive to $\gamma$ itself, which enters squared in the exponent: at about two thirds of the assumed value, the same estimate reaches one island.

Temperature control is a severe practical limit in this example. The desorption flux at equilibrium, $n_{\rm eq}/\tau$, varies approximately as $e^{-E_s/k_BT}$, with a rough sublimation energy $E_s=3.5$ eV. At fixed $F$, growth stops when this flux has risen by the factor 1.05, at a temperature $T'$ given by

$$\frac1{T'}=\frac1T-\frac{k_B\ln1.05}{E_s}. \tag{30}$$

This gives $T'-T=1.7$ K. So small a drift removes the whole driving force, whereas the blocked step removes about half the speed. A measured speed could therefore be used to infer $k$ under these conditions only if the temperature were held much more closely than this. The numerical output lists the inputs and the main results. Its barrier-free divisor and its extra barrier of 1.24 eV use the simple hopping estimate $D/d$, not the thermal estimate $k_{\rm th}$ preferred here.

## Table of computed values

```
Largest relative error, formula vs hopping balance: 1.3e-07
Flux-change ratio on doubling drift, equal k: 4.0000
Flux-change ratio on doubling drift, unequal k: 1.9993
INPUTS (rough hot Cu(111) regime; blocked-step k hypothetical)
Temperature: 1200 K; kT: 0.1034 eV
D: 4.0e-03 cm2/s; tau: 1.0 ms
n_eq: 1.0e+12 cm^-2; F tau/n_eq: 1.05
L: 20.0 um; blocked-step k: 1.0 cm/s
Atomic spacing: 0.256 nm; site area: 0.05676 nm2
RESULTS
xs: 20.00 um; L/(2xs): 0.5000; tanh: 0.46212
Excess F tau - n_eq: 5.00e+10 cm^-2
Arrival flux F: 1.050e+15 cm^-2 s^-1
Equivalent vapour pressure at T: 8.25e-06 Torr
D/(k xs): 2.0000; kinetic length D/k: 40.00 um
Speed divisor, blocked step: 1.92423
Perfect-sink speed: 524.56 nm/s
Finite-k speed, formula: 272.61 nm/s
Finite-k speed, hopping balance: 272.61 nm/s
Finite-k speed converted: 16.356 um/min
Centre density excess / n_eq: 0.02696
Edge density excess / n_eq: 0.02402
Speed / full net-supply speed, perfect sink: 0.9242
Speed / full net-supply speed, finite k: 0.4803
k that halves the speed: 0.9242 cm/s
Barrier-free estimate k = D/spacing: 1.562e+05 cm/s
Divisor minus 1, barrier-free: 5.92e-06
Extra barrier implied by blocked-step k: 1.237 eV
Divisor at L = 2 um: 1.0999
Divisor at L = 20 um: 1.9242
Divisor at L = 200 um: 2.9998
Narrow-limit estimate at L = 2 um: 1.1000
Wide-limit divisor: 3.0000
NEGLECTED EFFECTS
Side coefficients 0.5 and 1.5 cm/s, speed: 266.31 nm/s
Speed change from these unequal sides: -2.31 %
Divisor, alternating 10 and 30 um terraces: 1.9814
Step-motion parameter v xs/D: 1.36e-05
Relative speed shift from step motion: 2.3e-10
Time for a step to cross one terrace: 73.4 s
Equilibrium adatom coverage: 5.68e-04
Assumed step energy: 0.10 eV per atomic spacing
Island nucleation barrier at centre: 9.89 eV
log10(expected islands per L x L per crossing): -23
Assumed sublimation energy: 3.5 eV
Heating that cancels the supersaturation: 1.73 K
T / rough melting temperature (1360 K): 0.88
```
